# Anderson Mixing and GMRES for the Linearized Schrodinger-Poisson Problem, part 1

(Sections cited here and not found follow in the second part.)

## First half: the fixed point, the theorem and a derivation from the spaces searched

### What goes wrong

Take a silicon film 6 nm thick between two gates, each behind 1 nm of oxide, with about $9.6\times10^{12}$ electrons per cm² in it. To find its potential one solves the Schrodinger equation in a trial potential, computes the charge, solves the Poisson equation, and puts the new potential back in. Near the solution this loop multiplies one component of the error by $-9.9$ in each pass, so that it grows with alternating sign. The iteration does not converge: the full loop ends up alternating between the potential of an empty film and that of a grossly overfilled one.

Anderson mixing combines all earlier passes and can cure this near the solution, but as a bare recipe it does not say how fast it converges, whether the damping factor matters, or when it can fail. Even on the linearized loop it can fail completely, though there only from special starts. With 10 nm oxides and the same film potential, there is a starting error for which, on the linearized loop and in exact arithmetic, the mixed residual keeps its initial Euclidean length at every step. GMRES, the minimal-residual method for linear systems, measures length in the same way and from the same start reduces the residual to 4 % at its second step.

A theorem explains the convergence, and its one condition marks where failure can begin. On a linear fixed-point problem, Anderson mixing with full memory takes the GMRES iterate and adds one fixed-point step, as long as GMRES has not stagnated. The theorem assumes exact arithmetic.

### The map and its linearization

Energies are in eV and lengths in nm. Let $U(z)$ be the conduction-band edge relative to the Fermi level. An electron has charge $-e$, so $U=-e\phi$ up to a constant, where $\phi$ is the electrostatic potential. The Poisson equation for electron density $\rho_e$ is $\epsilon_0(\epsilon\phi')'=e\rho_e$. Multiplication by $-e/\epsilon_0$ gives

$$-(\epsilon U')'=q\rho_e,\qquad q=e^2/\epsilon_0=18.095\ \text{eV nm}.$$

The film carries nodes $0,\dots,N-1$ at spacing $h$, and $n_j$ is the number of electrons per area that belongs to node $j$. Integrating over the cell of an interior node gives

$$\frac{\epsilon_s}{h}(2U_j-U_{j-1}-U_{j+1})=qn_j .$$

At the top face the cell has half width. The displacement there is continuous with that in an oxide of thickness $t$, whose far side is held at the gate level $U_g$, so $\epsilon_sU'(0)=\epsilon_{ox}(U_0-U_g)/t$. Hence

$$\frac{\epsilon_s}{h}(U_0-U_1)+\frac{\epsilon_{ox}}{t}(U_0-U_g)=qn_0 ,$$

and the bottom face is treated alike. In matrix form $KU=qn(U)+s$, where $s$ holds the gate terms. The matrix $K$ is symmetric, and collecting squares gives

$$v^TKv=\frac{\epsilon_s}{h}\sum_j(v_{j+1}-v_j)^2+\frac{\epsilon_{ox}}{t}(v_0^2+v_{N-1}^2).$$

This vanishes only if all $v_j$ are equal and the end values are zero, so $K$ is positive definite. The fixed-point map is $G(U)=K^{-1}[qn(U)+s]$.

For the charge we use effective masses and hard walls at the film faces. In each ladder of valleys the discrete Schrodinger equation has real orthonormal eigenvectors $c_i$ with energies $E_i$. A subband has a constant density of states $\nu$ per area, spin and valleys included. Integrating the Fermi function from $E$ upwards gives its population,

$$p(E)=\nu k_BT\ln(1+e^{-E/k_BT}),\qquad p'(E)=-\frac{\nu}{1+e^{E/k_BT}}<0,$$

and the charge is $n_j=\sum_ip(E_i)c_{ij}^2$, summed over ladders.

Now change $U$ by a small $\delta U$, with the Fermi level and temperature fixed. Put $V_{il}=\sum_kc_{ik}c_{lk}\delta U_k$. First-order perturbation theory gives $\delta E_i=V_{ii}$ and $\delta c_i=\sum_{l\ne i}c_lV_{li}/(E_i-E_l)$. The levels within one ladder are distinct, because the matrix is tridiagonal with nonzero off-diagonal elements. Therefore

$$\delta n_j=\sum_ip'(E_i)V_{ii}c_{ij}^2+2\sum_{i\ne l}\frac{p(E_i)}{E_i-E_l}c_{ij}c_{lj}V_{il}.$$

In the double sum, exchange the names $i$ and $l$ and take half the sum of the two forms. The denominator changes sign, so $2p(E_i)$ becomes $p(E_i)-p(E_l)$. Thus $\delta n=S\,\delta U$ with

$$S_{jk}=\sum_{i,l}F_{il}\,c_{ij}c_{lj}c_{ik}c_{lk},\qquad F_{il}=\frac{p(E_i)-p(E_l)}{E_i-E_l},\quad F_{ii}=p'(E_i).$$

Since $p$ decreases, every $F_{il}$ is negative. So $S$ is symmetric and $v^TSv=\sum_{il}F_{il}(\sum_jc_{ij}c_{lj}v_j)^2\le0$. Raising the band edge expels electrons.

Let $U^*$ be the solution at one gate setting, and let a gate step change $s$ by $\delta s$. For the change of potential $x=U-U^*$ the map is, to first order,

$$g(x)=Jx+b,\qquad J=qK^{-1}S,\qquad b=K^{-1}\delta s .$$

With $M=I-J$, a fixed point satisfies $Mx=b$. The residual of a trial $x$ is

$$f(x)=g(x)-x=b-Mx .$$

### The energy norm

Define $\langle u,v\rangle_K=u^TKv$. Since $KM=K-qS$ is symmetric, $M$ is self-adjoint in this product, and

$$\langle v,Mv\rangle_K=v^TKv-q\,v^TSv\ \ge\ \|v\|_K^2 .\tag{1}$$

So $M$ is invertible. Its eigenvalues are $1+\lambda$, where the loop gains $\lambda\ge0$ are the eigenvalues of $-J$. Let $\Lambda$ be the largest. Simple damped iteration $x\to x+\beta f(x)$ multiplies an error component by $1-\beta(1+\lambda)$. All these factors lie between $-1$ and $1$ when $0<\beta<2/(1+\Lambda)$. At $\beta=1$ the factor is $-\lambda$, so the undamped loop diverges for $\Lambda>1$ if the start contains that component.

A constant trial vector gives a lower bound on $\Lambda$. It makes $v^TKv=2\epsilon_{ox}/t$ per unit amplitude squared, so the Rayleigh quotient gives

$$\Lambda\ge\frac{qt}{2\epsilon_{ox}}\left|\frac{dn_s}{dU}\right| ,$$

with $n_s$ the sheet density and $dU$ a uniform shift. This is the ratio of the film's charge response to the capacitance of the two oxides. Strong inversion and thick oxides therefore make simple damped iteration slow. For the film treated below the bound is 6.8 against a true value of 9.93 with 1 nm oxides, and 68 against 71 with 10 nm. A thick oxide enlarges mainly this one gain, and in this example it does not slow the minimal-residual method in the energy norm.

### The two methods and the statement

Both methods start at $x_0$ and measure residuals in the same norm, which comes from an inner product $\langle u,v\rangle$; it need not be the energy product.

Anderson mixing with full memory has iterates $x_0,\dots,x_k$. It chooses weights with $\sum_j\alpha_j=1$ that minimize $\|\sum_j\alpha_jf(x_j)\|$, and sets

$$\bar x_k=\sum_{j=0}^k\alpha_jx_j,\qquad x_{k+1}=\bar x_k+\beta_kf(\bar x_k),\qquad\beta_k\ne0 .$$

GMRES uses the Krylov spaces $\mathcal K_k=\text{span}\{r_0,Mr_0,\dots,M^{k-1}r_0\}$, with $r_0=f(x_0)$ and $\mathcal K_0=\{0\}$. Its iterate $x_k^G$ minimizes $\|b-Mx\|$ over $x_0+\mathcal K_k$, and $r_k=b-Mx_k^G$. The spaces are nested, so $\|r_k\|$ cannot increase. Step $k$ stagnates if $\|r_k\|=\|r_{k-1}\|\neq0$.

**Theorem.** Let $M$ be invertible. If $r_{k-1}\ne0$ and none of the steps $1,\dots,k-1$ stagnates, then

$$\bar x_k=x_k^G,\qquad x_{k+1}=x_k^G+\beta_kr_k .\tag{2}$$

For $\beta_k=1$ the second relation reads $x_{k+1}=g(x_k^G)$. The Anderson iterate itself therefore differs from the GMRES iterate by one step of the fixed-point loop. The mixed point is what agrees.

### First derivation: the spaces grow together

The residual is affine. Because the weights add to one,

$$\sum_j\alpha_jf(x_j)=\sum_j\alpha_jb-M\sum_j\alpha_jx_j=f(\bar x_k).$$

Anderson mixing thus minimizes the true residual over all combinations $\sum\alpha_jx_j$ with $\sum\alpha_j=1$. These form the set $x_0+\mathcal L_k$, where $\mathcal L_k=\text{span}\{x_1-x_0,\dots,x_k-x_0\}$. If $\mathcal L_k=\mathcal K_k$, both methods solve the same minimum problem. The minimizer is unique: two different minimizers would have different residuals, since $M$ is invertible, and these would have equal length. The residual at the midpoint would then be shorter, a contradiction.

It remains to see when the two spaces agree. This takes two facts about GMRES.

*Fact 1. If $r_k\ne0$, then $M^kr_0$ is not in $\mathcal K_k$.* For $k=0$ this says $r_0\neq0$. For $k\ge1$, suppose $M^kr_0\in\mathcal K_k$. Then $M$ maps $\mathcal K_k$ into itself. Being invertible, it maps this finite-dimensional space onto itself. Since $r_0\in\mathcal K_k$, some $z\in\mathcal K_k$ has $Mz=r_0$, and $x_0+z$ has residual $r_0-Mz=0$. GMRES would have found it, so $r_k=0$, against the assumption.

If $r_k\neq0$, the earlier residuals are nonzero too. Applying Fact 1 at each of them shows that $r_0,Mr_0,\dots,M^kr_0$ are linearly independent.

*Fact 2. Let $k\ge1$ and $r_k\ne0$. Then $r_k\notin\mathcal K_k$ if and only if step $k$ does not stagnate.* Write $x_k^G-x_0=\sum_{j=0}^{k-1}c_jM^jr_0$. Then

$$r_k=r_0-\sum_{j=0}^{k-1}c_jM^{j+1}r_0 .$$

Every term lies in $\mathcal K_k$ except $-c_{k-1}M^kr_0$, which lies outside it unless $c_{k-1}=0$. So $r_k\notin\mathcal K_k$ exactly when $c_{k-1}\neq0$. If $c_{k-1}=0$, then $x_k^G$ lies already in $x_0+\mathcal K_{k-1}$. It is the minimizer there, so $x_k^G=x_{k-1}^G$ and the step stagnates. Conversely, if the step stagnates, $x_{k-1}^G$ attains the minimum over $x_0+\mathcal K_k$. By uniqueness $x_k^G=x_{k-1}^G$, and so $c_{k-1}=0$.

The induction now closes. At the start $\bar x_0=x_0$, so $x_1-x_0=\beta_0r_0$ and $\mathcal L_1=\mathcal K_1$. Suppose $\mathcal L_k=\mathcal K_k$. Then $\bar x_k=x_k^G$, and the next iterate satisfies

$$x_{k+1}-x_0=(x_k^G-x_0)+\beta_kr_k .$$

The bracket lies in $\mathcal K_k$. The residual $r_k$ lies in $\mathcal K_{k+1}$ and, if it is nonzero and step $k$ has not stagnated, outside $\mathcal K_k$. As $\beta_k\ne0$, one new direction is added and $\mathcal L_{k+1}=\mathcal K_{k+1}$. This proves (2). The last step needed is number $k-1$, since $\bar x_k$ uses the iterates only up to $x_k$.

### Why the energy norm is safe

For Schrodinger-Poisson the no-stagnation condition can be proved if both methods use the energy norm. The point $x_{k-1}^G+\omega r_{k-1}$ lies in $x_0+\mathcal K_k$ for every number $\omega$, and its residual is $(I-\omega M)r_{k-1}$. GMRES does at least as well. The eigenvalues of $I-\omega M$ are $1-\omega(1+\lambda)$ with $0\le\lambda\le\Lambda$. The choice $\omega=2/(2+\Lambda)$ makes the values at the two ends $\pm\Lambda/(2+\Lambda)$. Since $M$ is self-adjoint in the energy product,

$$\|r_k\|_K\le\frac{\Lambda}{2+\Lambda}\,\|r_{k-1}\|_K .\tag{3}$$

The factor is below one, so every step makes progress until the residual is zero. In this model the theorem then holds at every step without further assumption.

## Second half: a derivation from the residuals, comparison and example

### Symbols and results carried over

The change of potential $x$ obeys $Mx=b$ with $M=I-J$ and $J=qK^{-1}S$. Here $K$ is the positive definite Poisson matrix, and $S\le0$ is the change of electron number per node with band edge. The loop gains $\lambda\ge0$ are the eigenvalues of $-J$, and $\Lambda$ is the largest. In the energy product $u^TKv$ the matrix $M$ is self-adjoint, with $\langle v,Mv\rangle_K\ge\|v\|_K^2$. The residual is $f(x)=b-Mx$. Anderson mixing forms $\bar x_k=\sum\alpha_jx_j$ with $\sum\alpha_j=1$ and the shortest residual, then $x_{k+1}=\bar x_k+\beta_kf(\bar x_k)$ with $\beta_k\neq0$. GMRES minimizes the residual over $x_0+\mathcal K_k$ and leaves $r_k$. The claim (2) is $\bar x_k=x_k^G$ and $x_{k+1}=x_k^G+\beta_kr_k$, provided $r_{k-1}\neq0$ and no step before $k$ has stagnated.

### Second derivation: a recursion for the mixed residual

This derivation follows the residuals and leaves the iterates aside until the last line. Write $f_k=f(x_k)$ and $\bar f_k=f(\bar x_k)$. Let $d_k=f_{k+1}-f_k$, let $D_k=\text{span}\{d_0,\dots,d_{k-1}\}$ with $D_0=\{0\}$, and let $P_k$ be the orthogonal projector onto $D_k$ in the chosen inner product.

With $\sum\alpha_j=1$,

$$\sum_j\alpha_jf_j=f_k-\sum_{j<k}\alpha_j(f_k-f_j).$$

The vectors $f_k-f_j=d_j+\dots+d_{k-1}$, with $j<k$, span $D_k$. So the allowed combinations fill $f_k+D_k$, and the shortest of them is

$$\bar f_k=(I-P_k)f_k .\tag{4}$$

The update of the iterate gives the next residual,

$$f_{k+1}=b-M(\bar x_k+\beta_k\bar f_k)=\bar f_k-\beta_kM\bar f_k .$$

Subtracting $f_k$ yields

$$d_k=(\bar f_k-f_k)-\beta_kM\bar f_k .$$

By (4) the bracket is in $D_k$. Since $\beta_k\ne0$, adding $d_k$ to $D_k$ is the same as adding $M\bar f_k$:

$$D_{k+1}=D_k+\text{span}\{M\bar f_k\}.\tag{5}$$

The projector $I-P_{k+1}$ removes every vector of $D_{k+1}$. It therefore removes $f_{k+1}-f_k$, and also $f_k-\bar f_k$, which lies in $D_k$. Hence

$$\bar f_{k+1}=(I-P_{k+1})f_{k+1}=(I-P_{k+1})f_k=(I-P_{k+1})\bar f_k .\tag{6}$$

Equations (5) and (6) form a closed recursion that starts from $\bar f_0=r_0$. The damping factors have dropped out. In exact arithmetic any nonzero choice of $\beta_k$ gives the same sequence of mixed residuals on the linear problem.

Now compare with GMRES. Suppose $\bar f_j=r_j$ for all $j\le k-1$; this holds for $k=1$. Repeated use of (5) gives

$$D_k=M\,\text{span}\{r_0,\dots,r_{k-1}\}.$$

Each $r_j$ with $j\le k-1$ lies in $r_0+M\mathcal K_j$ and so in $\mathcal K_k$. We show that these $k$ vectors fill $\mathcal K_k$. Consider the list

$$r_0-r_1,\quad r_1-r_2,\quad\dots,\quad r_{k-2}-r_{k-1},\quad r_{k-1},$$

which has the same span. By (6), $r_j-r_{j+1}=P_{j+1}r_j$ lies in $D_{j+1}$. It is also orthogonal to $D_j$, because both $r_j$ and $r_{j+1}$ are. So the differences are orthogonal to one another. The last vector, $r_{k-1}$, is orthogonal to $D_{k-1}$, which contains all the differences. No vector in the list is zero, since every earlier step shortened the residual and $r_{k-1}\ne0$. The list is therefore a set of $k$ independent vectors in $\mathcal K_k$, a space of dimension at most $k$, and spans it. Thus $D_k=M\mathcal K_k$.

Finally, $f_k-f_0$ lies in $D_k$, so (4) gives $\bar f_k=(I-P_k)r_0$. This is the shortest vector in $r_0+M\mathcal K_k$, which is the GMRES residual $r_k$. Invertibility of $M$ turns $b-M\bar x_k=b-Mx_k^G$ into $\bar x_k=x_k^G$, and the update rule gives the second part of (2).

Two derivations have shown that, on the linear problem and as long as GMRES has not stagnated, the mixed point of full-memory Anderson mixing is the GMRES iterate, and that in the energy norm stagnation cannot occur for this model. What remains is to see what stagnation does, to compare what the derivations assume, and to test the results on a silicon nanosheet.
